\section*{Coulomb limit of the Yukawa scattering amplitude and its screening phase, part 1}

(Sections cited here and not found follow in the second part.)

\section{Definitions and conventions}

Hartree atomic units are used and the mass is 1. A particle of wave number $k$ scatters from
\begin{equation}
V(r)=\kappa\,\frac{e^{-\mu r}}{r},\qquad \eta=\frac{\kappa}{k},\qquad \epsilon=\frac{\eta\mu}{k},
\end{equation}
where $1/\mu$ is the screening length and $\kappa>0$ is repulsive. The angle is $\theta$, with $x=\cos\theta$, $s=\sin(\theta/2)$, $q=2ks$, so $2s^2=1-x$. The radial function obeys
\begin{equation}\label{radial}
u_l''+\Big[k^2-2V-\frac{L}{r^2}\Big]u_l=0,\qquad L=l(l+1),
\end{equation}
with $u_l\sim\sin(kr-l\pi/2+\delta_l)$, $S_l=e^{2i\delta_l}$ and
\begin{equation}\label{pw}
f_\mu=\frac{1}{2ik}\sum_l(2l+1)(S_l-1)P_l(x).
\end{equation}
The Coulomb quantities and the screening phase are
\begin{align}
\sigma_l&=\arg\Gamma(l+1+i\eta),\qquad f_C=-\frac{\eta}{2ks^2}\,e^{-i\eta\ln s^2+2i\sigma_0},\\
\phi&=-\eta\Big[\ln\frac{2k}{\mu}-\gamma\Big],\label{phi}
\end{align}
with $\gamma$ Euler's constant. The statement is $e^{-2i\phi}f_\mu\to f_C$ as $\mu\to0$ at fixed $k$, $\eta$ and $\theta\neq0$; $f_\mu$ itself has no limit. It is derived below for each partial wave (by matched asymptotics), for the amplitude as a distribution, and pointwise through order $\kappa^2$. Pointwise convergence at finite $\eta$ is supported by a heuristic argument and a numerical check, not by a proof.

\section{Phase shifts at fixed $l$}

\subsection{The Coulomb phase}

For $\mu=0$ put $u=r^{l+1}e^{ikr}g$ in \eqref{radial}, which gives $rg''+(2l+2+2ikr)g'+2ik\,a\,g=0$ with $a=l+1+i\eta$. Try $g=\int_0^1e^{-2ikrt}w\,dt$, $w=t^{a-1}(1-t)^{a^*-1}$. The terms carrying a factor $r$ are $4k^2t(1-t)w\,re^{-2ikrt}=2ik\,t(1-t)w\,\partial_te^{-2ikrt}$; integration by parts turns them into $-2ik[t^a(1-t)^{a^*}]'e^{-2ikrt}$, with vanishing end terms. The other terms are $2ik[a-(2l+2)t]w\,e^{-2ikrt}$. Since $[t^a(1-t)^{a^*}]'=[a(1-t)-a^*t]w=[a-(2l+2)t]w$, the two cancel. The solution is regular, and $u$ is real because $t\to1-t$ conjugates it. At large $r$ the end point $t=0$ gives
\begin{equation}
r^{l+1}e^{ikr}\int_0^\infty e^{-2ikrt}t^{a-1}dt=r^{l+1}e^{ikr}\,\Gamma(a)\,(2ikr)^{-a},
\end{equation}
whose phase is $kr+\sigma_l-(l+1)\pi/2-\eta\ln2kr$; the end point $t=1$ gives the conjugate. The sum is proportional to $\sin\Theta$ with $\Theta\to kr-l\pi/2-\eta\ln2kr+\sigma_l$.

\subsection{Matching}

Write $u=(\Theta')^{-1/2}\sin\Theta$. Where the bracket $p^2$ in \eqref{radial} is positive and slowly varying, $\Theta'=p$ up to WKB gradient terms of order $p''/p^2$. With $X=2V+L/r^2\ll k^2$, $p=k-X/2k-X^2/8k^3-X^3/16k^5-\dots$, that is
\begin{equation}\label{pexp}
\Theta'=k-\frac Vk-\frac{L}{2kr^2}-\frac{V^2}{2k^3}-\frac{VL}{2k^3r^2}-\frac{V^3}{2k^5}-\dots
\end{equation}
Choose $r_0$ with $kr_0\gg l+|\eta|+1$ and $\mu r_0\ll1$, expand in $\mu$ at fixed $r_0$, and let $r_0$ grow afterwards.

For $r<r_0$, $V=\kappa/r-\kappa\mu+O(\mu^2r)$. This is a Coulomb problem with $k_{\rm in}^2=k^2+2\kappa\mu$, so $k_{\rm in}=k(1+\epsilon)$ and $\eta_{\rm in}=\kappa/k_{\rm in}=\eta(1-\epsilon)$ to first order in $\mu$. Integrating \eqref{pexp} for this Coulomb problem inward from infinity gives
\begin{equation}\label{inner}
\Theta(r_0)=k_{\rm in}r_0-\frac{l\pi}2-\eta_{\rm in}\ln2k_{\rm in}r_0+\sigma_l(\eta_{\rm in})+\frac{L+\eta_{\rm in}^2}{2k_{\rm in}r_0}+O(r_0^{-2}).
\end{equation}
For $r>r_0$ the true $V$ is integrated in \eqref{pexp}. Splitting $E_1(z)=\int_z^\infty e^{-t}dt/t$ at $t=1$ and using $\gamma=\int_0^1(1-e^{-t})dt/t-E_1(1)$ gives $E_1(z)=-\gamma-\ln z+\int_0^z(1-e^{-t})dt/t=-\gamma-\ln z+z+O(z^2)$. Hence, the second line by one integration by parts,
\begin{align}
\int_{r_0}^\infty\frac Vk\,dr&=\eta E_1(\mu r_0)=\eta(-\gamma-\ln\mu r_0+\mu r_0),\\
\int_{r_0}^\infty\frac{V^2}{2k^3}dr&=\frac{\eta^2}{2k}\Big[\frac{e^{-2\mu r_0}}{r_0}-2\mu E_1(2\mu r_0)\Big]
=\frac{\eta^2}{2kr_0}+\eta\epsilon(\ln2\mu r_0+\gamma-1).
\end{align}
The terms in $1/r_0$ cancel. At order $\mu^0$, the outer $-(L+\eta^2)/2kr_0$ removes the last term of \eqref{inner}. At order $\mu$, that term contributes $-\epsilon(L+3\eta^2)/2kr_0$, and the parts of the $VL$ and $V^3$ terms linear in $\mu$, from $e^{-\mu r}\to-\mu r$ and $e^{-3\mu r}\to-3\mu r$, integrate to $+\epsilon L/2kr_0$ and $+3\epsilon\eta^2/2kr_0$. Higher inverse powers, including the gradient terms, cancel for the same reason: near $r_0$ the two problems have the same $p^2(r)$ up to $O(\mu^2)$. With $\delta_l=\lim[\Theta(r)-kr]+l\pi/2$ there remains
\begin{equation}
\delta_l=(k_{\rm in}-k)r_0-\eta_{\rm in}\ln2k_{\rm in}r_0+\sigma_l(\eta_{\rm in})-\eta E_1(\mu r_0)-\eta\epsilon(\ln2\mu r_0+\gamma-1).
\end{equation}
Here $(k_{\rm in}-k)r_0=\eta\mu r_0$ cancels the $\mu r_0$ term of $E_1$, and $\eta_{\rm in}\ln2k_{\rm in}r_0=\eta\ln2kr_0+\eta\epsilon-\eta\epsilon\ln2kr_0$. At order $\mu^0$, $-\eta\ln2kr_0+\eta\ln\mu r_0+\eta\gamma=\phi$. At order $\eta\epsilon$, $\ln2kr_0-1-\ln2\mu r_0-\gamma+1=\ln(k/\mu)-\gamma$. The radius $r_0$ has dropped out:
\begin{align}
\delta_l&=\sigma_l(\eta_{\rm in})+\phi+\eta\epsilon\Big[\ln\frac k\mu-\gamma\Big]+\dots\label{dl1}\\
&=\sigma_l+\phi+\eta\epsilon\Big[\ln\frac k\mu-\gamma-\mathrm{Re}\,\psi(l+1+i\eta)\Big]+O(\mu^2\ln\mu),\label{dl2}
\end{align}
using $d\sigma_l/d\eta=\mathrm{Im}\,[i\psi]=\mathrm{Re}\,\psi(l+1+i\eta)$ with $\psi=\Gamma'/\Gamma$. The phase $\phi$ is the Coulomb logarithm $-\eta\ln2kr$ frozen at $r=e^{-\gamma}/\mu$. It is independent of $l$ because, at fixed $l$ and small $\mu$, screening changes the Coulomb phase mainly at $r\gtrsim1/\mu$, far outside the turning point.

The leading logarithm of the next order comes from the $\mu^2/r$ parts of the last two terms of \eqref{pexp}, $-\kappa\mu^2L/4k^3r$ and $-9\kappa^3\mu^2/4k^5r$, integrated from $r\sim1/k$ to $1/\mu$:
\begin{equation}\label{next}
\Delta\delta_l\simeq-\eta\,(L+9\eta^2)\,\frac{\mu^2}{4k^2}\ln\frac k\mu .
\end{equation}
It grows with $l$, so \eqref{dl2} is not uniform in $l$ and fails at $l\sim k/\mu$, where no $r_0$ exists. At $k=2$ bohr$^{-1}$, $\mu=0.004$ bohr$^{-1}$, $\eta=-0.5$, integration of \eqref{radial} gives $\delta_l-\sigma_l-\phi=0.002990$ rad for $l=0$ and $0.002227$ rad for $l=3$, against $0.002983$ and $0.002186$ rad from \eqref{dl2}; for $\eta=+0.5$ it gives $0.002977$ and $0.002144$ rad against the same predictions. The program asserts agreement within 5\% of the predicted correction for $l\le3$ and both signs. The residuals, $+0.7\times10^{-5}$ and $+4.1\times10^{-5}$ rad for $\eta<0$, reverse with $\eta$ and stand in a ratio near 6, as \eqref{next} requires: $(12+2.25)/2.25=6.3$. This last comparison is read from the output and is not an asserted test.

\section{The amplitude as a distribution}

Let $g(x)$ have four continuous derivatives on $[-1,1]$ and $g(1)=0$, and write $g=\sum(2l+1)g_lP_l$, $g_l=\frac12\int gP_l\,dx$. Moving the Legendre operator $\partial_x(1-x^2)\partial_x$, of eigenvalue $-L$, twice onto $g$ shows $|g_l|\le C/L^2$, so $\sum(2l+1)|g_l|<\infty$. Since $P_l(1)=1$, also $\sum(2l+1)g_l=g(1)=0$.

For $\mathrm{Re}\,a>-1$, insert $P_l=(2^ll!)^{-1}\partial_x^l(x^2-1)^l$ and integrate by parts $l$ times. Use $(-\partial_x)^l(1-x)^a=(-1)^l(-a)_l(1-x)^{a-l}$, where $(c)_l=c(c+1)\cdots(c+l-1)$, and $(x^2-1)^l=(-1)^l(1-x)^l(1+x)^l$; the end terms vanish, and a beta integral is left:
\begin{equation}\label{rod}
\int_{-1}^1(1-x)^aP_l\,dx=\frac{(-a)_l}{2^ll!}\int_{-1}^1(1-x)^a(1+x)^ldx=\frac{2^{a+1}}{a+1}\,\frac{(-a)_l}{(a+2)_l}.
\end{equation}
Set $a=-1-i\eta+\tau$, $\eta\ne0$, $\tau\to0^+$. Each factor $|j+1-\tau+i\eta|/|j+1+\tau-i\eta|$ of the ratio is at most 1, so the limit passes through the sum over $l$; and $|g|\le C'(1-x)$ lets it pass through $\int(1-x)^ag\,dx$. The ratio tends to $(1+i\eta)_l/(1-i\eta)_l=e^{2i\sigma_l-2i\sigma_0}$, because $e^{2i\sigma_l}=\Gamma(l+1+i\eta)/\Gamma(l+1-i\eta)$. With $f_C=-(\eta/k)2^{i\eta}e^{2i\sigma_0}(1-x)^{-1-i\eta}$,
\begin{equation}\label{fCg}
\int f_C\,g\,dx=-\frac\eta k\,\frac{2^{i\eta}2^{-i\eta}}{-i\eta}\sum_l(2l+1)g_le^{2i\sigma_l}=\frac1{ik}\sum_l(2l+1)g_le^{2i\sigma_l}.
\end{equation}
From \eqref{pw}, $\int f_\mu g\,dx=(ik)^{-1}\sum(2l+1)g_l(S_l-1)$, and the $-1$ sums to $g(1)=0$. By \eqref{dl2}, $e^{-2i\phi}S_l\to e^{2i\sigma_l}$ for each $l$, and $|S_l|=1$ bounds each term by the summable $(2l+1)|g_l|$. Dominated convergence gives
\begin{equation}\label{dist}
e^{-2i\phi}\int f_\mu\,g\,dx\to\int f_C\,g\,dx .
\end{equation}
If $g(1)\neq0$, the term $-e^{-2i\phi}g(1)/ik$ survives and has no limit, which is why the forward direction is excluded.

\section{Pointwise limit and first correction}

Equation \eqref{dist} does not imply convergence at a given angle. A Coulomb potential cut sharply at $r=R$ has first Born amplitude $-(2\kappa/q)\int_0^R\sin qr\,dr=-2\kappa(1-\cos qR)/q^2$, which oscillates without limit and converges only after angular smearing. The Yukawa case depends on how the waves with $l\gtrsim k/\mu$ behave. For large $l$, set $b=(l+\frac12)/k$ and expand the WKB momentum to first order in $V$ about $k\sqrt{1-b^2/r^2}$; the substitution $r=b\cosh t$ gives
\begin{equation}\label{K0}
\delta_l\simeq-\frac1k\int_b^\infty\frac{V\,r\,dr}{\sqrt{r^2-b^2}}=-\eta\int_0^\infty e^{-\mu b\cosh t}dt=-\eta K_0(\mu b).
\end{equation}
For $\mu b\ll1$, $-\eta K_0\to\eta[\ln(\mu b/2)+\gamma]$, which equals $\sigma_l+\phi$ because Stirling's formula gives $\sigma_l\simeq\eta\ln(l+\frac12)=\eta\ln kb$. At $\mu=0.02$ bohr$^{-1}$, $k=2$ bohr$^{-1}$, $\eta=-0.5$ the computed shifts for $l=50,100,200$ are $0.4591$, $0.2093$, $0.0566$ rad; \eqref{K0} gives $0.4581$, $0.2090$, $0.0566$ rad (asserted within $2\times10^{-3}$ rad), while $\sigma_l+\phi=0.400$, $0.055$, $-0.290$ rad has ceased to apply.

The departure of \eqref{K0} from its small-$\mu b$ form $\eta[\ln(\mu b/2)+\gamma]$ varies slowly with $l$, on the scale $k/\mu$, and is of order $\eta(\mu b)^2\ln\mu b$ at small $\mu b$; the terms of first order in $\mu$ in \eqref{dl1} are separate and are kept below. The heuristic step is that such a term, summed against $P_l$, which oscillates in $l$ with period $2\pi/\theta$, contributes mainly at $\theta\lesssim(1+|\eta|)\mu/k$ and leaves a relative change of order $\mu^2/q^2$, up to logarithms, at fixed angle. First Born order shows this exactly: $q^2/(q^2+\mu^2)$. Granting the step, \eqref{dl1} may be summed. Equation \eqref{fCg} holds for any $\eta$ at given $k$, so the phases $\sigma_l(\eta_{\rm in})$ sum to $f_C$ with $\eta\to\eta(1-\epsilon)$. Since $\partial_\eta\ln f_C=1/\eta-i\ln s^2+2i\,\mathrm{Re}\,\psi(1+i\eta)$, the shift $-\epsilon\eta$ changes $\ln f_C$ by $-\epsilon+i\eta\epsilon\ln s^2-2i\eta\epsilon\,\mathrm{Re}\,\psi$. Adding $2i\eta\epsilon[\ln(k/\mu)-\gamma]$ and using $\ln(k/\mu)+\ln s=\ln(q/2\mu)$,
\begin{equation}\label{corr}
\frac{f_\mu}{e^{2i\phi}f_C}-1\simeq\epsilon\Big\{-1+2i\eta\Big[\ln\frac q{2\mu}-\gamma-\mathrm{Re}\,\psi(1+i\eta)\Big]\Big\}.
\end{equation}
To first order in $\mu$ the cross section is Rutherford's, $|f_C|^2=4\kappa^2/q^4$, times $1-2\epsilon$. For $|\eta|\gg1$ the sum at angle $\theta$ is dominated by the stationary point $2|d\sigma_l/dl|\simeq2\arctan(|\eta|/l)=\theta$, that is $l\simeq|\eta|\cot(\theta/2)$, or $b\simeq2|\eta|/q$ at small angles; these waves must have $\mu b\ll1$, and \eqref{next} evaluated there has size $|\eta|^3(1+8s^2)(\mu^2/q^2)\ln(k/\mu)$, since $4k^2=q^2/s^2$; twice this is neglected in the phase of the amplitude, so the numerical factor grows from 2 at small angles to 18 in the backward direction. The regime is therefore $(1+|\eta|)\mu\ll q$, $|\epsilon|\ll1$, $|\eta\epsilon|\ln(q/\mu)\ll1$ and $|\eta|^3(\mu^2/q^2)\ln(k/\mu)\ll1$; at fixed $\mu$ it is lost both near the forward direction and at low energy.

\section{Second Born term}

\subsection{What the limit predicts}

With $\eta/2ks^2=2\kappa/q^2$, the phase of $e^{2i\phi}f_C$ relative to $-2\kappa/q^2$ is $-2\eta\ln s+2\sigma_0-2\eta\ln(2k/\mu)+2\gamma\eta$, so exactly
\begin{equation}\label{resum}
e^{2i\phi}f_C=-\frac{2\kappa}{q^2}\exp\Big[-2i\eta\ln\frac q\mu+2i(\sigma_0+\gamma\eta)\Big].
\end{equation}
From $\ln\Gamma(1+z)=-\gamma z+\sum_{n\ge2}\zeta(n)(-z)^n/n$ at $z=i\eta$, $\sigma_0+\gamma\eta=\zeta(3)\eta^3/3+O(\eta^5)$. Euler's constant cancels, and the $\kappa^2$ term of \eqref{resum} is
\begin{equation}\label{pred2}
-\frac{2\kappa}{q^2}\Big(-2i\frac\kappa k\ln\frac q\mu\Big)=\frac{4i\kappa^2}{kq^2}\ln\frac q\mu .
\end{equation}
A wrong constant in \eqref{phi} would change the argument of this logarithm, so second order tests the $\gamma$ in $\phi$ as well as the divergence.

The limit $e^{-2i\phi}f_\mu\to f_C$ has been derived for each partial wave and as a distribution, while at a fixed angle the limit and its first correction so far rest on a heuristic step. It remains to calculate the second Born term directly, compare it with the prediction \eqref{pred2}, and check the results numerically in a worked example.
